# Charged-defect supercell correction: potential alignment and the failed plateau

## A point charge in a cube

Put a point charge $q$, in units of $e$, in a cubic cell of side $L$ and repeat the cell periodically. The medium has dielectric constant $\varepsilon$, and a uniform background of total charge $-q$ per cell keeps the energy finite. At the charge, the potential of all images and backgrounds is $-\alpha Kq/(\varepsilon L)$, where $K=e^2/4\pi\varepsilon_0=1.440$ eV nm and an Ewald sum gives $\alpha=2.8373$. Half the charge times this potential is the spurious energy per cell:

$$\Delta E=-\frac{\alpha Kq^2}{2\varepsilon L}.$$

For $|q|=1$, $\varepsilon=5.7$ and $L=1.428$ nm this is $-2.8373\times1.440/(2\times5.7\times1.428)=-0.251$ eV. The periodic cell is too low in energy, and the error falls only as $1/L$.

A real defect charge has an extent, which is not known beforehand. The Freysoldt–Neugebauer–Van de Walle scheme replaces it by a model charge, computes the lattice energy of the model, and recovers the missing information from the potential far from the defect.

## Statement and conventions

Let $\phi$ be the potential, for a positive test charge, that the defect charge adds to the neutral reference cell. Its cell average is zero, as when the $\mathbf G=0$ term is dropped. The model charge is a Gaussian with density $q(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$, placed at the centre of the defect charge. Then

$$E_{\rm isolated}=E_{\rm cell}-E_{\rm lat}-qC .$$

Here $E_{\rm lat}$ is the periodic minus the isolated energy of the model, and $C$ is the far plateau of $\phi_{\rm cell}-\phi_{\rm model}$. In terms of electron potential energy, $\Delta V=-C$ in eV and the last term reads $+q\Delta V$.

The derivation assumes a cubic cell, a localized charge, and a linear, isotropic $\varepsilon$ independent of wavevector. If the far potential of the neutral defect cell differs from that of the bulk, that offset belongs in the alignment of the band edges and must be added separately.

## Energy of a charge with extent

Let $v(\mathbf r)$ be the zero-average periodic potential of a unit point charge plus background, without the factor $K/\varepsilon$. Define $\chi=v-1/r$. Since $\nabla^2v=-4\pi(\delta-1/\Omega)$ inside the cell, with $\Omega=L^3$, and $\nabla^2(1/r)=-4\pi\delta$,

$$\nabla^2\chi=\frac{4\pi}{\Omega},\qquad \chi(0)=-\frac{\alpha}{L}.$$

Cubic symmetry allows only $r^2$ at second order, and $\nabla^2r^2=6$. Hence

$$\chi=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+O(r^4/L^5).$$

Because $v$ averages to zero, the background adds nothing further to the energy of a density $\rho$:

$$E_{\rm per}-E_{\rm iso}=\frac{K}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\chi(\mathbf r-\mathbf r').$$

Place the origin at the centre of charge and write $\int\rho r^2=q\langle r^2\rangle$. The cross term in $|\mathbf r-\mathbf r'|^2$ vanishes, so its double integral is $2q^2\langle r^2\rangle$. Therefore

$$E_{\rm per}-E_{\rm iso}=\frac{Kq^2}{\varepsilon}\left[-\frac{\alpha}{2L}+\frac{2\pi\langle r^2\rangle}{3\Omega}\right] \tag{1}$$

through order $1/L^3$. For the Gaussian, $\langle r^2\rangle=3\sigma^2$ gives

$$E_{\rm lat}=\frac{Kq^2}{\varepsilon}\left[-\frac{\alpha}{2L}+\frac{2\pi\sigma^2}{\Omega}\right]. \tag{2}$$

The density may relax in the cell. The extra potential that can deform it is of order $1/L^3$, and so is the deformation. The isolated energy functional is stationary at its own minimum, so this deformation costs energy of order $1/L^6$. Equation (1), evaluated with the cell density, therefore suffices at the stated order. Overlap between images is a separate error.

## What the plateau supplies

Average $\phi$ over planes normal to $z$. A sheet of total charge $q$ at $z_0$, with its background, gives

$$\bar\phi(z)=\frac{2\pi Kq}{\varepsilon L^2}\left[\frac L6-s+\frac{s^2}{L}\right],\qquad s=|z-z_0|,\quad 0\le s\le L.$$

The quadratic term has the curvature required by the background, the linear term gives the slope jump of the sheet, and $L/6$ makes the average zero. At the midplane $z=L/2$ we have $s=L/2-z_0$, and the bracket becomes

$$\frac L6-\frac L2+z_0+\frac{(L/2-z_0)^2}{L}=-\frac L{12}+\frac{z_0^2}{L}.$$

Summing over sheets replaces $z_0^2$ by $M_{zz}=\int\rho z^2/q$. The model has $\sigma^2$ in its place, provided that its tail stays inside the cell. Subtraction gives

$$C_z=\frac{2\pi Kq}{\varepsilon\Omega}(M_{zz}-\sigma^2). \tag{3}$$

The average over the three axes contains $\langle r^2\rangle/3-\sigma^2$. Adding $qC$ to (2) cancels $\sigma^2$ and reproduces (1). The lattice energy and the alignment are thus two parts of one quantity, and the split between them depends on the chosen width.

One axis is enough for a charge with cubic or spherical symmetry. Otherwise the three values of $C$ can differ, and their mean should be used.

## Algorithm

```
input: E_cell, q, eps, cell, sigma,
       potentials of charged and reference cells
phi = charged minus reference potential
      (positive test charge, zero cell average)
E_per = 1/(2 Omega) * sum over G != 0 of
        4 pi K q^2 exp(-G^2 sigma^2) / (eps G^2)
E_iso = K q^2 / (2 sqrt(pi) eps sigma)
E_lat = E_per - E_iso
for each axis:
    d(z) = planar average of phi - phi_model
    C_axis = d(midplane opposite the defect)
    record the variation of d from L/4 to L/2
C = mean of C_axis
if d is not flat:
    inspect density, eps and size scaling
    before accepting a correction
return E_cell - E_lat - q*C
```

The isolated energy follows from the same kernel as an integral over wavevector $g$:

$$E_{\rm iso}=\frac{Kq^2}{\pi\varepsilon}\int_0^\infty e^{-g^2\sigma^2}dg=\frac{Kq^2}{2\sqrt\pi\,\varepsilon\sigma}.$$

The planar averages cost one pass over the potential grid. The number of terms in the lattice sum grows as $\Omega G_{\max}^3$. Taking $G_{\max}\sigma=6$ leaves a Gaussian factor $e^{-36}$ at the cutoff. A very small $\sigma$ needs a larger cutoff and subtracts two larger energies; a large $\sigma$ lets the model tail reach the midplane and spoils (3).

## A localized state in three cells

The example has one added electron, $q=-1$, in a Gaussian well $-U_0e^{-r^2/b^2}$ with $U_0=13$ eV and $b=0.20$ nm. The electron has the free mass, and zero energy is the conduction-band edge. The energy is kinetic plus well energy plus the classical self-repulsion $\frac12(K/\varepsilon)\iint|\psi|^2|\psi'|^2/|\mathbf r-\mathbf r'|$. This self-repulsion stands in for the charging energy of a many-electron defect; a literal single electron would not repel itself.

The cells were solved self-consistently with plane waves, and the isolated state with a radial finite-difference equation. The isolated energy is $-3.597$ eV. With $\sigma=0.10$ nm the results are:

| Atoms in cell | $L$ (nm) | Raw error (meV) | Corrected error (meV) |
|---|---:|---:|---:|
| 216 | 1.071 | −323.8 | −2.2 |
| 512 | 1.428 | −245.6 | −0.05 |
| 1000 | 1.785 | −198.0 | 0.01 |

Errors are relative to the isolated energy of the same model. In the 512-atom cell, the correction raises $-3.8424$ eV by $0.2455$ eV to $-3.5969$ eV.

What remains in the smallest cell is consistent with tunnelling between images. In a nearest-neighbour band $E_0-2J(\cos k_xL+\cos k_yL+\cos k_zL)$, the zone centre lies $6J$ below $E_0$ and the corner $6J$ above. The computed bandwidth of 4.2 meV thus implies a lowering of 2.1 meV, close to the 2.2 meV found. The radial grid used for the table (step 0.0005 nm) places the isolated energy 0.009 meV too low. Extrapolated to zero step, the corrected errors are $-2.26$, $-0.06$ and $0.00$ meV, so the 0.01 meV listed for the largest cell is grid error.

In the 512-atom cell, widths of 0.05, 0.10 and 0.15 nm give $E_{\rm lat}=-249.6$, $-245.5$ and $-238.7$ meV. The alignments $qC$ are $4.1$, $0.0$ and $-6.8$ meV, so the sum is $-245.5$ meV each time. The vanishing alignment at 0.10 nm means that this width happens to match the second moment of the charge.

## How a plateau fails

Outside a localized charge at the origin, the sheet formula leaves a parabola. Its bracket differs by $L/16$ between $z=L/4$ and $z=L/2$, so the drop is

$$\bar\phi(L/4)-\bar\phi(L/2)=\frac{\pi Kq}{8\varepsilon L}.$$

In the 512-atom cell this is $-69.5$ mV; the deep state gives $-69.4$ mV. The model has the same parabola, so their difference is flat: it changes by less than 0.1 mV over this range.

Let $\lambda(z)$ be the defect charge per unit length along $z$. The backgrounds cancel in the difference $d=\bar\phi_{\rm cell}-\bar\phi_{\rm model}$, and Poisson's equation gives

$$\frac{d^2 d(z)}{dz^2}=-\frac{4\pi K}{\varepsilon L^2}(\lambda_{\rm cell}-\lambda_{\rm model}).$$

If $\varepsilon$ is right and the model is localized, curvature in the far region therefore reveals defect charge there. A convenient measure is

$$f=1-\frac{\text{drop in the cell}}{\text{drop in the model}}.$$

A localized charge centred on the model gives $f=0$ and a uniform charge gives $f=1$. If the centre of a localized charge lies a distance $\delta$ from the model along $z$, the term $-2zz_0/L$ in the sheet bracket tilts the difference without curving it and gives $f=-8\delta/L$: an offset of 0.05 nm in the 512-atom cell gives $|f|=0.28$, although the corrected energy moves by only about 0.5 meV. The deep state has $f=0.001$.

Now reduce the well depth to 1 eV, with all else fixed. The zero-energy radial wave then has no node and still rises outside the well, so the isolated well binds no state. Self-repulsion cannot help binding, and the lowest isolated energy is zero, approached as the electron spreads out. In the 512-atom cell $f=0.95$. The potential difference runs from $-17.5$ mV at $L/4$ through $-66.9$ mV at $3L/8$ to $-83.2$ mV at $L/2$; there is no plateau.

Using the midplane value regardless gives

$$-18.7+245.5-83.2=143.6\ {\rm meV}.$$

The uncorrected energy was wrong by $-18.7$ meV; the corrected one is wrong by 143.6 meV.

The uniform limit shows why. There $M_{zz}=L^2/12$, and the charge cancels its background, so no electrostatic correction is due. From (2) and (3), however, the recipe adds

$$-E_{\rm lat}-qC=\frac{Kq^2}{\varepsilon L}\left(\frac\alpha2-\frac\pi6\right).$$

This is 158 meV here, close to the 162 meV added to the weakly attracted state. The width cancels while the model is narrow enough for (2) and (3) to hold, so adjusting $\sigma$ within that range cannot repair the result. A much wider model shrinks the added term, but it no longer tests whether the charge is localized.

## Delocalization or a wrong dielectric constant?

A failed plateau does not by itself prove delocalization. Let a fraction $f$ of the charge be uniform and the rest localized. The uniform part makes no potential once neutralized, so the cell potential is $(1-f)$ times that of the fully localized charge. A fully localized charge has the same ratio to its model if the model uses $\varepsilon'=(1-f)\varepsilon$, since the model potential is then too large by $1/(1-f)$.

For the deep state, reducing only the model constant from 5.70 to 4.56 gives an apparent $f=0.20$, although the state is localized. The difference potential changes by 17.4 mV between $L/4$ and $L/2$. The lattice energy becomes $-245.5/0.8=-306.9$ meV and $qC$ becomes $21.8$ meV, so the corrected energy is too high by $-245.6+306.9-21.8=39.5$ meV.

Three further pieces of evidence separate the cases:

- The defect density shows whether charge is present in the far region.
- An independent calculation of $\varepsilon$, at the same level of theory and with the same ions held fixed or relaxed, tests the screening.
- Cell size changes the raw energies differently. Between 216 and 1000 atoms, the deep-state error has a fitted power of $-0.96$ in $L$, and the weak-well energy $-2.81$.

The first power is near $-1$ because of the Madelung term; the positive $1/L^3$ term in (1) reduces the error most in the smallest cell. For the weak well, a uniform trial density gives an energy $-U_0\pi^{3/2}b^3/\Omega$, hence a power of $-3$. The actual density is not quite uniform, so $-3$ is a guide to leading order.

A flat plateau is not sufficient evidence of localization either. A model charge as extended as the defect charge would give a flat difference while leaving the isolated limit undefined. The test requires a model that is localized well inside the cell.

## When screening depends on wavevector

Suppose the interaction is $4\pi K/(\varepsilon g^2)+w(g)$, where $w$ is finite at $g=0$ and short-ranged in real space. For a localized charge, Poisson summation equates the full reciprocal sum of the short-range part with its isolated integral, apart from image overlap. The periodic sum omits $\mathbf G=0$, which shifts the energy by

$$-\frac{q^2w(0)}{2\Omega}.$$

The same omission shifts the far potential by $-qw(0)/\Omega$, so the recipe assigns

$$qC=-\frac{q^2w(0)}{\Omega},$$

twice the energy shift. For charge extent the factor is one: a second moment enters $|\rho_{\mathbf G}|^2$ twice but the potential once. Here $w$ enters both once, and the energy keeps its factor $1/2$. The plateau value alone does not tell the two contributions apart.

To size the effect, take $w(g)=4\pi K(1-1/\varepsilon)/(g^2+\lambda^2)$ with $\lambda^2=k_{\rm TF}^2/(1-1/\varepsilon)$. The Thomas–Fermi wavevector for 32 valence electrons per cubic lattice cell of side 0.357 nm is $k_{\rm TF}=25.7$ nm$^{-1}$. In the 512-atom cell the energy shift is $-3.2$ meV but $qC=-6.4$ meV, so the corrected energy is 3.2 meV too high.

## Relation to diamond, and remaining errors

The lattice constant and $\varepsilon$ are rough values for diamond, whose gap is about 5.5 eV. The model acceptor level, 3.60 eV below the conduction band, therefore lies inside the gap. This level uses the macroscopic $\varepsilon$ even within a charge about 0.1 nm wide, where screening is weaker. For a fixed Gaussian of that width, the wavevector-dependent interaction above would raise the level by roughly 0.18 eV, which still leaves it in the gap. The well was chosen to produce a deep, compact state and does not represent a particular defect. In a doped region free carriers also screen the charge, so the isolated limit is a good approximation only when they are dilute. With $10^{17}$ cm$^{-3}$ carriers at 300 K, a high density for diamond because its usual dopants are deep, the Debye length is 9.0 nm, and linear screening theory lowers the energy by $Kq^2/(2\varepsilon\lambda_D)=14$ meV. This is only a rough estimate: a sphere of that radius holds 0.3 carriers on average, and the Coulomb energy $K/(\varepsilon\lambda_D)=28$ meV at its surface is about $k_BT$, so the conditions for linear screening are not met.

Other effects can exceed the numerical residue of the correction. A model $\varepsilon$ that is 5 % too large reduces $-E_{\rm lat}$ in the 512-atom cell by 11.7 meV and gives $qC=-4.2$ meV, so the correction comes out 7.5 meV too small. Twofold spin degeneracy shifts the Fermi level of equal occupation by $k_BT\ln2=18$ meV at 300 K.

With a mass ratio of 5 between the axes, at fixed mean inverse mass, the plateaus are $-1.1$ mV along each light axis and $3.0$ mV along the heavy one. Their mean is 0.3 mV, so using the heavy axis alone would misplace the energy by about 2.7 meV. Atomic relaxation, elastic interaction between images and exchange–correlation errors lie outside this model; the electrostatic correction does not remove them.
